# Largest acoustic-phonon energy exchange for a backscattered electron in silicon

## Problem

A conduction electron in bulk silicon at 300 K has kinetic energy $E=k_BT$, measured from the bottom of its valley. It absorbs or emits one longitudinal acoustic phonon and stays in the same valley.

1. Estimate the largest energy it can exchange, treating the band as isotropic with the conductivity effective mass.
2. Find how the answer differs between absorption and emission.
3. Decide how far the estimate survives when the valley is ellipsoidal and when the electrons have a thermal spread of energies.

Take the sound speed as $v=9.0$ km/s in all directions, the longitudinal and transverse valley masses as $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$, and the lattice constant as $a=0.543$ nm. Here $m_0$ is the free-electron mass. These are rounded, customary values for silicon, used as inputs.

The word "largest" needs a condition. A faster electron can exchange more energy, so a thermal gas has no strict maximum. Parts 1 and 2 ask for the maximum over scattering angles at one fixed electron energy.

## Solution

### The estimate

The electron has speed $V$ and wavevector magnitude $k$, measured from the valley minimum. In a parabolic, isotropic band of mass $m$,

$$
E=\tfrac12 mV^2,\qquad \hbar k=mV=\sqrt{2mE}.
$$

A long-wavelength acoustic phonon of wavenumber $q$ has energy $\hbar\omega=\hbar vq$. The largest phonon energy therefore belongs to the largest $q$ that the collision allows.

Suppose first that the electron energy hardly changes, so that the initial and final wavevectors both have length $k$. If the electron is deflected by an angle $\theta$, its wavevector changes by

$$
q=\sqrt{k^2+k^2-2k^2\cos\theta}=2k\sin\frac{\theta}{2},
$$

where $1-\cos\theta=2\sin^2(\theta/2)$ was used. This is largest for $\theta=180^\circ$, which is backscattering, and then $q=2k$. The phonon energy is

$$
\Delta_0=\hbar v(2k)=2v\sqrt{2mE}=2mvV.
$$

It is convenient to divide by $E=\tfrac12mV^2$:

$$
\frac{\Delta_0}{E}=\frac{2mvV}{\tfrac12mV^2}=\frac{4v}{V}.
$$

The exchange is a small part of the electron energy when the electron moves much faster than sound. This is also the condition under which the assumption of nearly equal wavevector lengths is consistent.

The conductivity mass $m_c$ is defined by the average inverse mass along the three principal axes of the valley:

$$
\frac{1}{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),
\qquad
\frac{m_0}{m_c}=\frac13\left(\frac{1}{0.92}+\frac{2}{0.19}\right)=3.87 .
$$

Hence $m_c=0.258\,m_0$. At 300 K the thermal energy is $k_BT=25.85$ meV, and the speed is $V=\sqrt{2k_BT/m_c}=187.6$ km/s. The speed ratio is $v/V=9.0/187.6=0.0480$, so

$$
\Delta_0=4(0.0480)(25.85\ \text{meV})=4.96\ \text{meV}.
$$

In SI units this is $7.95\times10^{-22}$ J. To the accuracy of the inputs, the estimate is 5 meV, about 19% of the electron's energy.

Smaller deflections exchange less. At $\theta=90^\circ$, for instance, $\sin(\theta/2)=1/\sqrt2$, and the same nearly elastic estimate gives $4.96/\sqrt2=3.5$ meV.

### Absorption and emission

The previous argument neglected the change in electron energy when it fixed $q$. That approximation can be removed. Let the electron gain momentum $\hbar q\,\mathbf n$, with $q>0$ and $\mathbf n$ a unit vector. Let $s=+1$ denote absorption and $s=-1$ emission. An absorbed phonon brings wavevector $q\mathbf n$; an emitted phonon carries away $-q\mathbf n$. In both cases its energy is $\hbar vq$.

The electron's energy changes by

$$
\frac{\hbar^2|\mathbf k+q\mathbf n|^2}{2m}-\frac{\hbar^2k^2}{2m}
=\frac{\hbar^2q^2}{2m}+\frac{\hbar^2q\,\mathbf n\cdot\mathbf k}{m}
=\frac{\hbar^2q^2}{2m}+\hbar q\,\mathbf n\cdot\mathbf V,
$$

because $\hbar\mathbf k=m\mathbf V$. Energy conservation sets this equal to $s\hbar vq$. Since $q$ is not zero, division by $\hbar q$ is allowed:

$$
\frac{\hbar q}{2m}+\mathbf n\cdot\mathbf V=sv,
\qquad
q=\frac{2m}{\hbar}\left(sv-\mathbf n\cdot\mathbf V\right).
$$

For a given speed, the right side is largest when $\mathbf n$ points opposite to $\mathbf V$, so that $-\mathbf n\cdot\mathbf V=V$. The momentum transfer is then directed straight against the motion, and

$$
q_s=\frac{2m}{\hbar}(V+sv)=2k+s\frac{2mv}{\hbar}.
$$

Multiplying by $\hbar v$ gives the largest phonon energy,

$$
\boxed{\Delta_s=2v\sqrt{2mE}+s\,2mv^2.}
$$

The second term is the correction to $\Delta_0$. From $m=2E/V^2$ its size is

$$
2mv^2=4E\left(\frac vV\right)^2
=4(25.85\ \text{meV})(0.0480)^2=0.238\ \text{meV}.
$$

Therefore

$$
\Delta_+=4.96+0.24=5.20\ \text{meV},
\qquad
\Delta_-=4.96-0.24=4.72\ \text{meV}.
$$

Absorption has the larger limit because the electron leaves with more momentum than it had, and the total momentum reversal is larger. In emission it leaves with less.

The final velocity shows this directly. Along the original direction of motion it is

$$
V-\frac{\hbar q_s}{m}=V-2(V+sv)=-(V+2sv).
$$

The electron returns with speed $V+2v$ after absorption and $V-2v$ after emission. With the present numbers these speeds are 205.6 and 169.6 km/s, compared with 187.6 km/s before the collision. A ball bouncing elastically from a very heavy wall changes its speed in the same way: by $+2v$ if the wall approaches at speed $v$, and by $-2v$ if it recedes. The change in kinetic energy confirms the signs:

$$
\tfrac12m\left[(V+2sv)^2-V^2\right]
=2smvV+2mv^2
=s\left(2mvV+2smv^2\right)=s\Delta_s,
$$

where $s^2=1$ was used in the last rearrangement. The electron gains $\Delta_+$ or loses $\Delta_-$.

### Where backscattering by emission stops

The formula for emission needs $V>2v$ if the electron is to come out moving backward. At $V=2v$ the final speed is zero. The initial energy is then $\tfrac12m(2v)^2=2mv^2$, and the emitted energy is

$$
\Delta_-=2mv(2v)-2mv^2=2mv^2.
$$

The electron has given up all its kinetic energy. For $v<V<2v$ emission is still possible, but the electron continues forward after the largest momentum transfer. For $V\le v$ the conservation law gives no positive $q$, so emission is forbidden.

The energy at which backward emission ends is the 0.238 meV found above. It equals $k_BT$ at a temperature of $300(0.238/25.85)=2.8$ K. A typical electron at room temperature is far above this limit. At lower temperature, with $E=k_BT$, the leading exchange falls as $\sqrt T$ while the electron energy falls as $T$. At 75 K, one quarter of the original temperature, $\Delta_0$ is halved to 2.5 meV, but $\Delta_0/E$ doubles from 0.19 to 0.38. In this model backscattering becomes less elastic, relative to the electron energy, as the electron slows toward $V=2v$.

### The ellipsoidal valley

A silicon valley does not have a single mass. Its energy is

$$
E=\frac{\hbar^2}{2}\,\mathbf k\cdot M^{-1}\cdot\mathbf k,
\qquad
\mathbf V=\hbar M^{-1}\mathbf k,
$$

where $M$ is the mass tensor, with principal values $m_l,m_t,m_t$. Define the mass along the momentum transfer by

$$
\frac1{m_n}=\mathbf n\cdot M^{-1}\cdot\mathbf n
=\frac{c^2}{m_l}+\frac{1-c^2}{m_t},
$$

where $c$ is the cosine of the angle between $\mathbf n$ and the long axis of the valley. Replacing $\mathbf k$ by $\mathbf k+q\mathbf n$ changes the energy by

$$
\frac{\hbar^2q^2}{2m_n}+\hbar q\,\mathbf n\cdot\mathbf V .
$$

This has the same form as before, so conservation gives

$$
q=\frac{2m_n}{\hbar}(sv-\mathbf n\cdot\mathbf V).
$$

It remains to find the largest $-\mathbf n\cdot\mathbf V$ at fixed energy. Since $M^{-1}$ is positive, the Cauchy–Schwarz inequality gives

$$
(\mathbf n\cdot\mathbf V)^2
=(\mathbf n\cdot M^{-1}\cdot\hbar\mathbf k)^2
\le
(\mathbf n\cdot M^{-1}\cdot\mathbf n)
(\hbar\mathbf k\cdot M^{-1}\cdot\hbar\mathbf k)
=\frac{2E}{m_n}.
$$

Equality holds when $\mathbf k$ and $\mathbf n$ are parallel or antiparallel; the antiparallel choice makes $-\mathbf n\cdot\mathbf V$ positive. For a given direction $\mathbf n$ of momentum transfer, the maximum over electron directions is again a reversal of the wavevector, and $\Delta_s$ keeps its form with $m$ replaced by $m_n$.

For a given electron, however, reversal need not give the largest exchange, because another point of the ellipsoid can lie farther away than the opposite one. At $E=k_BT$, an electron moving along a short axis can absorb up to about 5.7 meV and emit up to about 4.8 meV, with the momentum transfer tilted toward the long axis. Simple reversal gives only 4.4 and 4.1 meV. For an electron moving along the long axis, reversal does give the maximum.

The direction now matters. Differentiating with respect to the mass gives

$$
\frac{d\Delta_s}{dm_n}
=v\sqrt{\frac{2E}{m_n}}+2sv^2
=v\left(\sqrt{\frac{2E}{m_n}}+2sv\right).
$$

This is positive for absorption, and for emission whenever the speed $\sqrt{2E/m_n}$ exceeds $2v$. Even for the heavy mass $m_l$ that speed is $187.6\sqrt{0.258/0.92}=99$ km/s, well above 18 km/s. The exchange therefore grows with $m_n$, from the short axes of the valley to its long axis:

$$
\Delta_0^{\text{short}}=4.96\sqrt{\frac{0.19}{0.258}}=4.3\ \text{meV},
\qquad
\Delta_0^{\text{long}}=4.96\sqrt{\frac{0.92}{0.258}}=9.4\ \text{meV}.
$$

Here "short" and "long" refer to the axes of the constant-energy ellipsoid in wavevector space. The long axis has the heavier mass: at the same energy, the electron has a larger wavevector to reverse.

The following table collects the cases. The rows for the two axes refer to reversal of an electron moving along that axis. All energies are in meV.

| Case | Leading | Absorbed | Emitted |
|---|---:|---:|---:|
| Single mass, $E=k_BT$ | 5.0 | 5.2 | 4.7 |
| Single mass, $E=1.5k_BT$ | 6.1 | 6.3 | 5.8 |
| Short axis, $E=k_BT$ | 4.3 | 4.4 | 4.1 |
| Long axis, $E=k_BT$ | 9.4 | 10.2 | 8.5 |

Thus 5 meV is not the maximum over all directions in an ellipsoidal valley. For $E=k_BT$ that maximum is about 10 meV, for absorption along the long axis. The single-mass result is a representative backscattering energy.

Its representative character can be examined by averaging over directions. If $\mathbf n$ is distributed uniformly over the sphere, the average of $c^2$ is $1/3$. The average of $1/m_n$ is then

$$
\frac13\frac1{m_l}+\frac23\frac1{m_t}=\frac1{m_c}.
$$

The leading exchange varies as $\sqrt{m_n}$, however, so its average need not equal the value calculated with $m_c$. Numerical integration gives 5.25 meV, about 6% above 4.96 meV. The difference has a definite sign because $\sqrt{m_n}=(1/m_n)^{-1/2}$ is a convex function of $1/m_n$: its average cannot be less than its value at the average inverse mass. This is an average over geometry, not over scattering rates, which would also require the electron–phonon coupling in each direction.

### The thermal spread

Return to the single mass and let the electron energy vary. For a nondegenerate gas in a parabolic band, the number of electrons per energy interval is proportional to $\sqrt E\,e^{-E/k_BT}$. The leading exchange is proportional to $\sqrt E$, whose average is

$$
\langle\sqrt E\rangle
=\frac{\int_0^\infty E\,e^{-E/k_BT}\,dE}
{\int_0^\infty\sqrt E\,e^{-E/k_BT}\,dE}
=\frac{(k_BT)^2}{\tfrac{\sqrt\pi}{2}(k_BT)^{3/2}}
=\frac{2}{\sqrt\pi}\sqrt{k_BT}.
$$

The population average of the leading backscattering energy is therefore

$$
\langle\Delta_0\rangle=\frac{2}{\sqrt\pi}(4.96\ \text{meV})=5.6\ \text{meV}.
$$

Choosing the mean thermal energy $E=1.5k_BT$ instead gives $\sqrt{1.5}\,(4.96)=6.1$ meV. These choices describe slightly different typical electrons, and all give the same scale. About 57% of the electrons have more energy than $k_BT$, so 5 meV cannot be read as a ceiling for the gas.

Nor is it the average energy lost in a collision. For a phonon mode with equilibrium occupation $N=1/(e^{\hbar\omega/k_BT}-1)$, absorption carries the factor $N$ and emission the factor $N+1$. Their ratio is

$$
\frac{N+1}{N}=e^{\hbar\omega/k_BT}.
$$

For $\hbar\omega=\Delta_0$ this is $e^{0.192}=1.21$. The two factors are comparable, so gains and losses partly cancel over many collisions. Even without this cancellation, one collision can reverse the motion of an electron with $E=k_BT$ while changing its energy by only about a fifth in the single-mass model. Along the long axis of the ellipsoidal valley the change is a third to two fifths.

### Is the phonon dispersion linear enough?

The relation $\omega=vq$ requires a phonon wavelength much longer than the lattice spacing. Here $2k=0.837$ nm$^{-1}$, which corresponds to a wavelength

$$
\frac{2\pi}{2k}=\frac{\pi}{0.4187\ \text{nm}^{-1}}=7.5\ \text{nm}.
$$

This is about 14 lattice constants. Equivalently, $2k$ is 7% of the zone-edge wavenumber $q_B=2\pi/a=11.57$ nm$^{-1}$.

A simple model for the bending of the branch is

$$
\omega=v\frac{2q_B}{\pi}\sin\left(\frac{\pi q}{2q_B}\right)
\approx vq\left[1-\frac16\left(\frac{\pi q}{2q_B}\right)^2\right].
$$

It has the correct sound speed at small $q$ and becomes flat at $q_B$. The real longitudinal branch of silicon along $\langle100\rangle$ still has a nonzero slope at $q_B$, where it meets the optical branch, so the percentages below show only the size of the effect. For the absorbed phonon, $q=0.878$ nm$^{-1}$ and the bracket lowers the energy by 0.24%. Lower phonon energy also slightly reduces the $q$ required by conservation. Solving both conditions together gives a reduction of 0.25%, relative to the linear result. Along the long valley axis, where $q$ is larger, the reduction is 0.98%. In this model, dispersion is a much smaller concern than the choice of mass or electron energy.

The sound speed enters the leading result in direct proportion: changing $v$ by 5% changes $\Delta_0$ by 5%. Directional variation of the sound speed, band nonparabolicity and confinement in a thin channel are left out. The first omission matters most for the long-axis values: that axis is a $\langle100\rangle$ direction, where the longitudinal speed in silicon is lowest, about 8.4 km/s, and with that speed the long-axis row becomes 8.8, 9.5 and 8.0 meV. Scattering between valleys is also excluded. The estimate does not apply to it, because the initial and final wavevectors are here measured from the same valley minimum.

### Numerical check

Energy conservation was solved by bisection for 8000 random electron directions together with exact backscattering, for absorption and emission, in the isotropic band and in the ellipsoidal valley with three directions of momentum transfer. The roots agreed with the derived $q$ wherever it was large enough to be resolved, and for each fixed direction of momentum transfer the largest root occurred at exact backscattering. The numerical output lists the largest energies for the isotropic band and for momentum transfer along the short and long axes of the valley.

## Answer

For a silicon electron with $E=k_BT$ at 300 K and the conductivity mass, the largest single-phonon exchange is about **5 meV**: 5.2 meV in absorption and 4.7 meV in emission. With the valley anisotropy included, the leading energy for reversal of the wavevector ranges from about 4 to 9 meV, depending on direction, and it increases as $\sqrt E$ for faster electrons. The largest exchange open to a given electron at $E=k_BT$ runs from 5.7 meV (short axis) to 10.2 meV (long axis) in absorption and from 4.8 to 8.5 meV in emission, for the isotropic sound speed assumed.

## Values computed for the example and the checks

```
Temperature: 300 K
Sound speed: 9.0 km/s
Longitudinal mass: 0.92 m0
Transverse mass: 0.19 m0
Lattice constant: 0.543 nm
Thermal energy kT: 25.85 meV
Conductivity mass: 0.2583 m0
Electron speed at E = kT: 187.6 km/s
Sound speed / electron speed: 0.0480
Electron wavenumber k: 0.4187 1/nm
Elastic backscattering 2k: 0.8373 1/nm
Phonon q, absorption: 0.8775 1/nm
Phonon q, emission: 0.7972 1/nm
Phonon wavelength for q = 2k: 7.50 nm
Leading exchange estimate: 4.960 meV
Leading exchange estimate: 7.947e-22 J
Recoil term 2mv^2: 0.238 meV
Largest absorbed energy: 5.198 meV
Largest emitted energy: 4.722 meV
Leading exchange / kT: 0.192
Final speed after absorption: 205.6 km/s
Final speed after emission: 169.6 km/s
Leading estimate at E = 1.5 kT: 6.075 meV
Leading estimate, short axis: 4.254 meV
Absorbed, short axis: 4.429 meV
Emitted, short axis: 4.079 meV
Leading estimate, long axis: 9.361 meV
Absorbed, long axis: 10.208 meV
Emitted, long axis: 8.514 meV
Directional mean of leading estimate: 5.249 meV
Thermal mean of leading estimate: 5.597 meV
Fraction of electrons above kT: 0.572
Zone-edge wavenumber 2 pi/a: 11.57 1/nm
2k / zone-edge wavenumber: 0.0724
Sine-dispersion reduction, single mass: 0.25 percent
Sine-dispersion reduction, long axis: 0.98 percent
```
